# Energy release and crack multiplication in a shear-lag film

## First derivation: energies of the intact and the split segment

A calculation of the crack spacing in a tensile film has to decide which energy release to compare with the toughness: that of an isolated crack, or that of a crack running between two existing ones. The first choice gives the misfit stress at which cracking becomes possible, but it says nothing about where cracking stops. The second depends on the distance between the existing cracks, and this dependence sets the final spacing.

### The model

A film of thickness $h$, Young modulus $E$ and Poisson ratio $\nu$ lies on a thin compliant interlayer, which is bonded to a rigid substrate. Before cracking, the film carries an equal biaxial tension $\sigma_0$, caused by misfit. Straight parallel cracks cut through the whole film but not through the interlayer. The $x$ axis runs across the cracks and the $y$ axis along them. Two neighbouring cracks at $x=\pm L/2$ bound a segment of length $L$.

Let $u(x)$ be the film displacement along $x$, measured from the uncracked state. Far from any crack front nothing depends on $y$, and the strain along $y$ keeps its initial value. The top surface is free, so the stress normal to the film vanishes. Hooke's law for an added strain $u'=du/dx$ under these two conditions gives

$$\sigma=\sigma_0+E'u',\qquad E'=\frac{E}{1-\nu^2}, \tag{1}$$

where $\sigma$ is the tensile stress along $x$, taken as uniform through the thickness.

The interlayer has shear modulus $\mu_i$ and thickness $h_i$. Its top moves with the film and its bottom is fixed, so its shear strain is $u/h_i$. It pulls the film back with a traction of magnitude $ku$, where $k=\mu_i/h_i$. This local law is the shear-lag approximation. It requires $L$ and the decay length $\ell$ found below to be large compared with $h$ and $h_i$. It also neglects the stretching of the interlayer. Away from the cracks the displacement falls linearly to zero through the interlayer, so its mean square is one third of the value at the top, and the neglect requires $E'_ih_i/3\ll E'h$, with $E'_i$ the in-plane modulus of the interlayer. Under a crack the demand is stricter. The uncut interlayer has to bridge the crack opening $\delta$, which stores energy and holds the crack partly closed. A rough scale for this energy is $E'_i\delta^2$ per unit width. For an isolated crack it is small beside the released energy only if $4E'_i\ell\ll E'h$. For an isotropic interlayer with Poisson ratio $\nu_i$, the ratio of the two sides is $8h_i/[(1-\nu_i)\ell]$. This is only an order-of-magnitude condition, because the factor in front of $E'_i\delta^2$ depends on the crack root and grows as the root gets narrower. For a root with a finite gap, even one of atomic width, the factor is typically a fraction of one. For an ideally sharp root on an interlayer far softer than the film it can be larger, and the condition is then not sufficient. The local law leaves bridging out altogether, and the results below hold for this idealized interlayer.

### Displacement and stress

Consider a slice of film of length $dx$ and unit width along $y$. The stresses on its two faces give a net force $h\sigma'dx$ in the positive $x$ direction, and the interlayer gives $-ku\,dx$. Equilibrium requires

$$h\sigma'=ku. \tag{2}$$

Because $\sigma_0$ is uniform, equation (1) gives $\sigma'=E'u''$, so that

$$u''=\frac{u}{\ell^2},\qquad \ell=\sqrt{\frac{E'h}{k}}. \tag{3}$$

The shear-lag length $\ell$ is the distance over which the interlayer restores the stress lost at a free end.

The general solution is $u=A\sinh(x/\ell)+B\cosh(x/\ell)$. The crack faces carry no stress, hence $u'=-\sigma_0/E'$ at both ends:

$$\frac{A}{\ell}\cosh\frac{L}{2\ell}\pm\frac{B}{\ell}\sinh\frac{L}{2\ell}=-\frac{\sigma_0}{E'} .$$

Subtracting the two conditions gives $B=0$, and adding them gives $A$. Therefore

$$u=-\frac{\sigma_0\ell}{E'}\,\frac{\sinh(x/\ell)}{\cosh(L/2\ell)},\qquad
\sigma=\sigma_0\left[1-\frac{\cosh(x/\ell)}{\cosh(L/2\ell)}\right]. \tag{4}$$

The right end moves to the left and the left end to the right, as a film under tension does when it is cut. The stress is largest in the middle.

### Energy of one segment

While $u'$ grows at fixed strain along $y$, the work per unit volume is $\int\sigma\,du'$. The strain energy density of the film is therefore

$$w=w_0+\sigma_0u'+\tfrac12E'u'^2=w_0-\frac{\sigma_0^2}{2E'}+\frac{\sigma^2}{2E'},$$

where $w_0$ belongs to the initial biaxial state. The second form follows from squaring equation (1). The constant $w_0-\sigma_0^2/2E'$ contributes in proportion to the film length, which cracking does not change, so it cancels in every difference taken below. Without it, the energy of film and interlayer per unit width is

$$U(L)=\int_{-L/2}^{L/2}\left(\frac{h\sigma^2}{2E'}+\frac{ku^2}{2}\right)dx. \tag{5}$$

Inserting $\sigma=\sigma_0+E'u'$ gives

$$U=\frac{h\sigma_0^2L}{2E'}+h\sigma_0\,[u]+\frac12\int_{-L/2}^{L/2}\left(hE'u'^2+ku^2\right)dx,$$

with $[u]=u(L/2)-u(-L/2)$. An integration by parts turns $\int u'^2dx$ into the boundary term $[uu']$ minus $\int uu''dx$. Since $hE'u''=ku$, the remaining integral cancels the interlayer term. At both ends $u'=-\sigma_0/E'$, so the last term of $U$ equals

$$\tfrac12hE'[uu']=-\tfrac12h\sigma_0[u].$$

Half of the linear term survives. Equation (4) gives $[u]=-(2\sigma_0\ell/E')\tanh(L/2\ell)$, hence

$$U(L)=\frac{h\sigma_0^2}{2E'}\left[L-2\ell\tanh\frac{L}{2\ell}\right]. \tag{6}$$

The first term is the energy of the unrelaxed film. The second is what the two free ends have released. For $L\gg\ell$ it equals that of a film relaxed over a length $\ell$ at each end.

### Advance of a channel crack

A new crack now runs along $y$ through the middle of the segment. Let its front be many decay lengths from both ends of the film in the $y$ direction. When the front advances by $da$, the elastic field around it moves along unchanged. The net effect is that a strip of width $da$ with the intact cross-section, far ahead, is replaced by a strip with the split cross-section, far behind. The rigid substrate does no work. The energy released is thus $[U(L)-2U(L/2)]\,da$, and the new crack area, counted once and not per face, is $h\,da$. The energy release per unit crack area is

$$G(L)=\frac{U(L)-2U(L/2)}{h}. \tag{7}$$

With equation (6), the terms proportional to length cancel:

$$G=\frac{\sigma_0^2}{2E'}\left[-2\ell\tanh\frac{L}{2\ell}+4\ell\tanh\frac{L}{4\ell}\right]
=G_\infty\left[2\tanh\frac{L}{4\ell}-\tanh\frac{L}{2\ell}\right],$$

$$G_\infty=\frac{\sigma_0^2\ell}{E'}. \tag{8}$$

Let $t=\tanh(L/4\ell)$. The double-argument formula $\tanh(L/2\ell)=2t/(1+t^2)$ gives

$$2t-\frac{2t}{1+t^2}=\frac{2t(1+t^2)-2t}{1+t^2}=\frac{2t^3}{1+t^2},$$

and therefore

$$\boxed{\,G(L)=G_\infty\,\frac{2t^3}{1+t^2},\qquad t=\tanh\frac{L}{4\ell}\,} \tag{9}$$

The replacement argument does not cover a short crack. Its range can be seen in a sheet model with a finite crack front, in which the displacement $u(x,y)$ stays along $x$. The film then has the additional energy density $\tfrac12\mu(\partial u/\partial y)^2$, with $\mu=E/2(1+\nu)$. Take $E=100$ GPa, $\nu=0.25$, $h=200$ nm, $\sigma_0=500$ MPa, $\mu_i=0.50$ GPa, $h_i=500$ nm and $L=12.5$ µm. Minimizing the energy with bilinear finite elements, for a front about $4\ell$ from either end of a strip $8\ell$ long, gives a release of 3.29 J/m². Equation (9) gives the same value. Over the first $0.2\ell$ of growth from the film edge, the mean release is only about one fifth of this. In this model a crack starting at the edge is driven much less than a long one, so equation (9) describes propagation and not initiation.

### Dependence on the spacing

The derivative of the factor in equation (9) is

$$\frac{d}{dt}\frac{2t^3}{1+t^2}=\frac{6t^2(1+t^2)-4t^4}{(1+t^2)^2}=\frac{6t^2+2t^4}{(1+t^2)^2}>0 .$$

As $L$ grows from zero to infinity, $t$ grows from 0 to 1 and $G$ rises steadily from 0 to $G_\infty$. The closer the two existing cracks, the less energy a third one between them releases.

For short segments put $q=L/4\ell$. Then $t^3=q^3(1-q^2+\dots)$ and $1/(1+t^2)=1-q^2+\dots$, so

$$\frac{G}{G_\infty}=2q^3(1-2q^2+\dots)=\frac{L^3}{32\ell^3}\left(1-\frac{L^2}{8\ell^2}+\dots\right). \tag{10}$$

For long segments put $p=e^{-L/2\ell}$, so that $t=(1-p)/(1+p)$. Then $1+t^2=2(1+p^2)/(1+p)^2$, and

$$\frac{G}{G_\infty}=\frac{(1-p)^3}{(1+p)(1+p^2)}=1-4p+6p^2+\dots \tag{11}$$

The influence of distant cracks dies out exponentially, with decay length $2\ell$ in the spacing. This follows from the local interlayer law, and an elastic substrate would transmit stress differently.

### Cracks away from the middle

Suppose the new crack divides $L$ into $a$ and $b=L-a$. With $\alpha=a/2\ell$ and $\beta=b/2\ell$, equation (6) gives

$$\frac{U(L)-U(a)-U(b)}{hG_\infty}=\tanh\alpha+\tanh\beta-\tanh(\alpha+\beta).$$

The addition theorem reads $\tanh\alpha+\tanh\beta=\tanh(\alpha+\beta)(1+\tanh\alpha\tanh\beta)$. Hence

$$G(a,b)=G_\infty\tanh\frac{a}{2\ell}\,\tanh\frac{b}{2\ell}\,\tanh\frac{L}{2\ell}. \tag{12}$$

To find the best position at fixed $L$, write

$$\tanh\alpha\tanh\beta=\frac{\cosh(\alpha+\beta)-\cosh(\alpha-\beta)}{\cosh(\alpha+\beta)+\cosh(\alpha-\beta)} .$$

This decreases as $\cosh(\alpha-\beta)$ grows, so the largest value occurs at $a=b$. For the 12.5 µm segment above, a crack at one quarter of the length releases 2.37 J/m², against 3.29 J/m² at the midpoint.

### Arrest

Let $\Gamma$ be the energy needed per unit crack area. A long crack can bisect the segment if $G(L)>\Gamma$. If $\Gamma\ge G_\infty$, no finite segment can be split, since $G<G_\infty$. If $\Gamma<G_\infty$, the steady rise of $G$ gives one arrest length $L_c$:

$$G(L_c)=\Gamma. \tag{13}$$

A segment with $L\le L_c$ does not split. Since the midpoint is the most favourable position, this rules out a single new crack at any other place as well.

Each segment has its own energy $U(L)$, whatever the lengths of the others, because the interlayer law is local and the substrate is rigid. In this model only the two bounding cracks matter, and the order in which different segments split is immaterial. Let bisection be repeated from a length above $L_c$. The last segment to split was longer than $L_c$, so its halves are longer than $L_c/2$, and they stop because they are no longer than $L_c$. The final length therefore satisfies

$$\frac{L_c}{2}<L_{\rm final}\le L_c. \tag{14}$$

A segment longer than $L_c$ may also split off centre, if equation (12) exceeds $\Gamma$ there. Pieces shorter than $L_c/2$ can then remain, so the lower bound belongs to bisection alone.

## Second derivation: closing the crack, and what each route assumes

The film has thickness $h$, plane-strain modulus $E'$ and misfit stress $\sigma_0$. The interlayer resists a film displacement $u$ with the traction $ku$, which leads to $u''=u/\ell^2$ with $\ell=\sqrt{E'h/k}$. The stress is $\sigma=\sigma_0+E'u'$. In a segment with free ends at $x=\pm L/2$ it is $\sigma=\sigma_0[1-\cosh(x/\ell)/\cosh(L/2\ell)]$. The difference between the energies of the intact and the split cross-section gave the release per unit area of a long bisecting crack,

$$G=G_\infty\frac{2t^3}{1+t^2},\qquad G_\infty=\frac{\sigma_0^2\ell}{E'},\qquad t=\tanh\frac{L}{4\ell}.$$

Bisection stops at segments no longer than $L_c$, where $G(L_c)$ equals the toughness $\Gamma$. The same $G$ is now obtained from the stress and the opening at the crack plane, without the stored energy of the segment.

### Work of closure

Start from the split segment, whose two new faces at $x=0$ are free and separated by an opening $\delta$. Pull the faces together with equal and opposite tensile tractions $S$, raised slowly from zero. The film and the interlayer are linear, so the gap shrinks in proportion to $S$. When it is closed, displacement and stress are continuous at $x=0$ and the outer ends are still free. These are the conditions that determine the intact segment, so the final traction is the stress $\sigma_m$ that the intact segment carries at its midpoint.

The gap is $\delta(1-S/\sigma_m)$ during this process. The force per unit width is $hS$, and the work done on the segment is

$$\int_0^{\sigma_m}hS\,\frac{\delta}{\sigma_m}\,dS=\tfrac12h\sigma_m\delta .$$

This work is the energy by which the intact section exceeds the split one. Steady advance of a long crack releases this energy per unit advance, over a crack area $h$ per unit advance. Hence

$$G=\tfrac12\sigma_m\delta. \tag{15}$$

### Stress before cracking

At $x=0$ the stress of the intact segment is

$$\sigma_m=\sigma_0\left[1-\frac{1}{\cosh(L/2\ell)}\right]. \tag{16}$$

It lies below $\sigma_0$ because the two existing cracks have relaxed the film between them.

### Opening of the new crack

The split state is the intact state plus a correction that removes the stress $\sigma_m$ from the new faces. Let $v(x)$ be the displacement of this correction in the right half, $0<x<L/2$. It obeys $v''=v/\ell^2$. Its stress $E'v'$ must be $-\sigma_m$ at $x=0$, and zero at $x=L/2$, where the outer end was already free. The second condition selects

$$v=C\cosh\frac{L/2-x}{\ell},\qquad v'(0)=-\frac{C}{\ell}\sinh\frac{L}{2\ell}.$$

Setting $E'v'(0)=-\sigma_m$ gives $C=\sigma_m\ell/[E'\sinh(L/2\ell)]$, so the right face moves by

$$v(0)=\frac{\sigma_m\ell}{E'}\coth\frac{L}{2\ell}$$

to the right. By symmetry the left face moves equally far to the left. The intact segment has no displacement at its midpoint, so the opening is

$$\delta=\frac{2\ell}{E'}\,\sigma_m\coth\frac{L}{2\ell}. \tag{17}$$

### The same result

Equations (15) and (17) give

$$\frac{G}{G_\infty}=\left(\frac{\sigma_m}{\sigma_0}\right)^2\coth\frac{L}{2\ell}. \tag{18}$$

To compare with the first derivation, express both factors by $t$. The double-argument formulas are $1/\cosh(L/2\ell)=(1-t^2)/(1+t^2)$ and $\coth(L/2\ell)=(1+t^2)/2t$. The first gives

$$\frac{\sigma_m}{\sigma_0}=1-\frac{1-t^2}{1+t^2}=\frac{2t^2}{1+t^2},$$

and therefore

$$\frac{G}{G_\infty}=\frac{4t^4}{(1+t^2)^2}\,\frac{1+t^2}{2t}=\frac{2t^3}{1+t^2}. \tag{19}$$

### Why neighbouring cracks suppress the next one

Equation (18) separates two effects of the neighbours. The first factor is the square of the stress still available at the midpoint, and it is below one. The second is the opening per unit stress, relative to that of an isolated crack, and it is above one. Neighbouring cracks thus make a new crack easier to open. A short piece of film with a free outer end is held by less interlayer than a long one and yields more to the same force. The suppression comes from the lowered stress, and the higher compliance offsets part of it.

The short-segment limit shows how the powers combine. For $L\ll\ell$, the expansion $1/\cosh z\approx1-z^2/2$ gives $\sigma_m\approx\sigma_0L^2/8\ell^2$. The compliance factor is $\coth(L/2\ell)\approx2\ell/L$. Hence

$$\frac{G}{G_\infty}\approx\frac{L^4}{64\ell^4}\,\frac{2\ell}{L}=\frac{L^3}{32\ell^3}. \tag{20}$$

The stress alone would give the fourth power of the spacing, and the compliance takes one power back.

### A worked example

The parameters are round model values for no particular material, and they illustrate the equations of the local interlayer law. Here $\ell$ is only about nine times $h_i$, so the neglected bridging of the cracks by the interlayer is not small. The energies and spacings below are therefore not predictions for a real film and interlayer of these dimensions. SI units are used because the lengths are micrometres. With $E=100$ GPa and $\nu=0.25$, the modulus is $E'=100/(1-0.0625)=106.67$ GPa. An interlayer with shear modulus 0.50 GPa and thickness 500 nm has $k=1.0\times10^{15}$ Pa/m. For $h=200$ nm and $\sigma_0=500$ MPa,

$$\ell=\sqrt{\frac{(1.0667\times10^{11})(2.00\times10^{-7})}{1.0\times10^{15}}}\ \text{m}=4.62\ \text{µm},$$

$$G_\infty=\frac{(5.00\times10^8)^2(4.619\times10^{-6})}{1.0667\times10^{11}}\ \text{J/m}^2=10.8\ \text{J/m}^2 .$$

The toughness is set to $\Gamma=2.00$ J/m², so $\Gamma/G_\infty=0.185$.

Take a segment of 12.5 µm. Here $L/\ell=2.706$ and $t=\tanh(0.6765)=0.589$. The energy route gives $G/G_\infty=2(0.5893)^3/[1+(0.5893)^2]=0.304$, or $G=3.29$ J/m². On the closure route the midpoint stress is 257.8 MPa and the opening 25.52 nm, and

$$G=\tfrac12(257.8\times10^6)(25.52\times10^{-9})\ \text{J/m}^2=3.29\ \text{J/m}^2 .$$

The stress factor is 0.266 and the compliance factor 1.143. For 6.25 µm they are 0.037 and 1.70, with product 0.063. The halved spacing has lowered the stress factor about sevenfold, while the compliance factor has risen by about one half.

The table follows a segment of 100 µm through repeated bisection. Its values come from minimizing the energy of film and interlayer, with $u$ piecewise linear on 2000 equal elements per segment. The last column is the misfit stress needed to split the segment, discussed below.

| $L$ (µm) | $\sigma_m$ (MPa) | $\delta$ (nm) | $G$ (J/m²) | $\sigma_{\rm need}$ (MPa) |
|---:|---:|---:|---:|---:|
| 100 | 500 | 43.3 | 10.82 | 215 |
| 50 | 496 | 42.9 | 10.63 | 217 |
| 25 | 434 | 37.9 | 8.21 | 247 |
| 12.5 | 258 | 25.5 | 3.29 | 390 |
| 6.25 | 96 | 14.1 | 0.68 | 859 |

The first two bisections release nearly as much as isolated cracks would. The segments of 100, 50, 25 and 12.5 µm all have $G>\Gamma$ and split. The segment of 6.25 µm has $G=0.68$ J/m² and does not. Four generations turn the original segment into 16 pieces. A numerical root search for $G(L_c)=\Gamma$ gives $L_c=9.78$ µm, and the final length lies between $L_c/2=4.89$ µm and $L_c$. Comparing $\Gamma$ with $G_\infty$ alone would have predicted continued cracking at 6.25 µm as well.

### The stress needed for each generation

At fixed $L$, $G$ is proportional to $\sigma_0^2$. The misfit stress at which the segment can just be split is therefore

$$\sigma_{\rm need}(L)=\sigma_0\sqrt{\frac{\Gamma}{G(L)}}, \tag{21}$$

where $G(L)$ is evaluated at the reference stress $\sigma_0$. For 12.5 µm this is $500\sqrt{2.00/3.289}=390$ MPa. For an isolated crack it is 215 MPa.

For $L\ll\ell$, equation (20) gives $\sigma_{\rm need}\propto L^{-3/2}$. Each halving then multiplies the required stress by $2^{3/2}=2.83$. The last two rows of the table have the ratio $859/390=2.2$, because those segments are not yet short compared with $\ell$. Under repeated bisection with a slowly rising misfit stress, the steps between successive generations in the table thus grow, from 2 MPa to 30, 143 and 469 MPa. Long segments need not follow this sequence, because $G$ hardly depends on position when both pieces are long compared with $\ell$. At 216.8 MPa, equation (12) already allows the 100 µm segment to split anywhere more than about 22 µm from its ends.

### The spacing of least energy

Arrest follows from comparing one segment with its two halves. A different question is which periodic spacing minimizes the total energy, including the cost of the cracks. With one crack per segment, the energy per unit film length is

$$e(L)=\frac{U(L)+\Gamma h}{L}=\frac{h\sigma_0^2}{2E'}+\frac{h}{L}\left[\Gamma-G_\infty\tanh\frac{L}{2\ell}\right],$$

where the segment energy $U(L)=(h\sigma_0^2/2E')[L-2\ell\tanh(L/2\ell)]$ of the first derivation has been used. Put $z=L/2\ell$. The part that depends on $z$ is proportional to $(\Gamma/G_\infty-\tanh z)/z$, whose derivative is

$$\frac{\tanh z-z/\cosh^2z-\Gamma/G_\infty}{z^2}.$$

The minimum therefore obeys

$$\tanh z-\frac{z}{\cosh^2z}=\frac{\Gamma}{G_\infty}. \tag{22}$$

The left side has the derivative $2z\tanh z/\cosh^2z>0$ and rises from 0 to 1. For $\Gamma<G_\infty$ there is one solution, and $e$ falls before it and rises after it.

This solution lies between $L_c/2$ and $L_c$. At $L_c$ the release just pays for the new crack, so $U(L_c)=2U(L_c/2)+\Gamma h$. Adding $\Gamma h$ to both sides and dividing by $L_c$ gives $e(L_c)=e(L_c/2)$. A function with a single minimum can take equal values at two points only if the minimum lies between them.

In the example, numerical minimization of $e$ gives 6.88 µm. The final spacing of 6.25 µm is close to this because of the starting length. A segment of 73 µm would stop at $73/8=9.1$ µm, which is below $L_c$ but well above the spacing of least energy. Bisection can halve a spacing but cannot adjust it.

### What each derivation assumes

Both routes share the film model: stress uniform through the thickness, a bonded interlayer that responds locally, a rigid substrate, and an interlayer that neither cracks nor holds the film cracks closed by bridging them. Both find the energy difference between two cross-sections. To call this the driving force at a crack front, both need steady advance far from the film edges. If the crack instead appeared along its whole length at once, the same expression would be the mean release per unit area.

They differ in their use of linearity. The difference $U(L)-2U(L/2)$ remains the energy released in steady advance if film and interlayer are elastic but nonlinear, provided that $U$ is the corresponding stored energy and each section is in its equilibrium state. Equation (6) would then no longer hold, but equation (7) would. The factor $\tfrac12$ in equation (15) comes from a gap that closes in proportion to the traction. For a nonlinear elastic system the work of closure has to be integrated along the actual relation between traction and gap.

They also need different information. The energy route needs every stored contribution that changes on cracking, including that of the interlayer, but no details at the new crack plane. The closure route needs the stress and the opening at that plane alone, since the response of everything else is contained in the opening. If the stress varied through the thickness, the product $\sigma_m\delta$ would be replaced by its average over the thickness, by the same work argument applied to each layer of the crack face.

For closely spaced cracks both routes contain a cancellation. In the energy form $2\tanh(L/4\ell)-\tanh(L/2\ell)$ the terms linear in $L$ cancel and leave a remainder of order $L^3$. In the closure form the midpoint stress of equation (16) is the difference between $\sigma_0$ and the nearly equal $\sigma_0/\cosh(L/2\ell)$, and is of order $L^2$. The form $2t^3/(1+t^2)$ contains no subtraction, so it is the safer one for numerical evaluation at small $L$.

Neither route covers an interlayer that yields or debonds. Part of the stored energy is then dissipated away from the crack, and the closure path is no longer reversible. The largest interlayer traction occurs at the crack faces. In a long segment equation (4) gives it as $k\sigma_0\ell/E'=\sigma_0h/\ell$, since $k=E'h/\ell^2$. In the example this is $500\times0.200/4.62=21.6$ MPa. An interlayer or interface that fails below this traction lies outside the model, and its crack spacing cannot be taken from $L_c$. A higher strength does not by itself ensure that the interlayer stays intact, because the stress is concentrated at the root of the crack, which the local law does not resolve.
